\section*{Second-Order Energy and Stability of a Hartree-Fock Determinant, part 2}

The problem is whether a Hartree-Fock determinant $|\Phi\rangle$ is a minimum of the energy under small rotations of its orbitals. The Hamiltonian $\hat H$ describes the electrons with the nuclei fixed; the repulsion of the nuclei adds a constant that no rotation changes. The labels $p,q,r,s$ run over orthonormal spin orbitals $\varphi_p$, $i,j,k$ over the occupied ones, and $a,b$ over the virtual ones. In SI units $h=-\hbar^2\nabla^2/2m+v$, where $v$ is the attraction to the nuclei, and
\begin{equation}
\langle pq|rs\rangle=\int\!\!\int
\varphi_p^*(1)\varphi_q^*(2)\frac{e^2}{4\pi\varepsilon_0r_{12}}
\varphi_r(1)\varphi_s(2)\,d1\,d2 ,
\end{equation}
where the integration includes a sum over spin. The antisymmetrized integral is $\langle pq||rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$. It obeys $\langle pq||rs\rangle=\langle qp||sr\rangle$ and $\langle pq||rs\rangle^*=\langle rs||pq\rangle$.

The rotated determinant is $e^{\hat\kappa}|\Phi\rangle$, with dimensionless complex amplitudes $\kappa_{ai}$ and
\begin{equation}
\hat\kappa=\sum_{ia}\left(\kappa_{ai}a_a^\dagger a_i-\kappa_{ai}^*a_i^\dagger a_a\right)
=\sum_{pq}K_{pq}a_p^\dagger a_q,\qquad
K=\begin{pmatrix}0&-\kappa^\dagger\\ \kappa&0\end{pmatrix}.
\end{equation}
These amplitudes reach every nearby determinant. With $E_0$ the energy of $|\Phi\rangle$ and the Fock matrix
\begin{equation}
f_{pq}=h_{pq}+\sum_k\langle pk||qk\rangle ,
\end{equation}
the first- and second-order energies are
\begin{equation}
E_1=\sum_{ia}\left(f_{ia}\kappa_{ai}+f_{ai}\kappa_{ai}^*\right)
=2\,\mathrm{Re}\sum_{ia}f_{ia}\kappa_{ai},
\label{eq:E1}
\end{equation}
\begin{equation}
E_2=\sum_{ia,jb}\kappa_{ai}^*A_{ia,jb}\kappa_{bj}
+\frac12\sum_{ia,jb}\left(\kappa_{ai}^*B_{ia,jb}\kappa_{bj}^*+\text{c.c.}\right),
\end{equation}
with $A$ Hermitian, $B$ symmetric, and
\begin{align}
A_{ia,jb}&=f_{ab}\delta_{ij}-f_{ji}\delta_{ab}+\langle aj||ib\rangle,\label{eq:A}\\
B_{ia,jb}&=\langle ab||ij\rangle.\label{eq:B}
\end{align}
The Hartree-Fock condition is that all $f_{ia}=0$. Canonical Hartree-Fock orbitals make $f$ diagonal, with the orbital energies $\varepsilon_p$ as elements.

\section{Stability, and the stretched hydrogen molecule}

A determinant $|\Phi\rangle$ with occupied spin orbitals $i,j$ and virtual ones $a,b$ is rotated by $e^{\hat\kappa}$, with complex amplitudes $\kappa_{ai}$. Its energy is $E_0+E_1+E_2+O(\kappa^3)$. The linear term $E_1=2\,\mathrm{Re}\sum f_{ia}\kappa_{ai}$ vanishes at a Hartree-Fock solution. With the Fock matrix $f$ and $\langle pq||rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$, the second-order term is built from $A_{ia,jb}=f_{ab}\delta_{ij}-f_{ji}\delta_{ab}+\langle aj||ib\rangle$ and $B_{ia,jb}=\langle ab||ij\rangle$. If the amplitudes are collected in a column $\kappa$, with one entry for each pair $(i,a)$, then
\begin{equation}
E_2=\frac12\begin{pmatrix}\kappa^\dagger&\kappa^T\end{pmatrix}
M\begin{pmatrix}\kappa\\ \kappa^*\end{pmatrix},\qquad
M=\begin{pmatrix}A&B\\B^*&A^*\end{pmatrix}.
\label{eq:M}
\end{equation}
Multiplying out gives $\frac12(\kappa^\dagger A\kappa+\kappa^TA^*\kappa^*)=\kappa^\dagger A\kappa$, because $A$ is Hermitian, together with the two terms in $B$. The Hermiticity follows from $\langle aj||ib\rangle^*=\langle ib||aj\rangle=\langle bi||ja\rangle$, and the symmetry of $B$ from $\langle ab||ij\rangle=\langle ba||ji\rangle$. Thus $M$ is Hermitian and has real eigenvalues.

The upper and lower halves of the vector in (\ref{eq:M}) are not independent, so it must be shown that each eigenvalue of $M$ belongs to a rotation that can be carried out. Put $\kappa=x+iy$ with real $x,y$. Then
\begin{equation}
\begin{pmatrix}\kappa\\ \kappa^*\end{pmatrix}=T\begin{pmatrix}x\\y\end{pmatrix},\qquad
T=\begin{pmatrix}1&i\\1&-i\end{pmatrix},\qquad T^\dagger T=2 .
\end{equation}
The matrix of second derivatives with respect to $(x,y)$ is
\begin{equation}
T^\dagger MT=2\begin{pmatrix}
\mathrm{Re}(A+B)&-\mathrm{Im}(A-B)\\
\mathrm{Im}(A+B)&\mathrm{Re}(A-B)\end{pmatrix}.
\end{equation}
It is real and symmetric, so it has real eigenvectors, and $T$ turns each of them into a vector of the form $(\kappa,\kappa^*)$. Since $T/\sqrt2$ is unitary, its eigenvalues are twice those of $M$. The numerical check compares this matrix with finite differences of the many-electron energy, for a random complex Hamiltonian and a determinant that is not stationary.

At a Hartree-Fock solution a negative eigenvalue of $M$ therefore gives a rotation that lowers the energy, and the solution is not a minimum. If the smallest eigenvalue $\mu$ is positive, then $E_2\ge\mu\sum|\kappa_{ai}|^2$, which exceeds the cubic remainder for small enough $\kappa$, and the solution is a strict local minimum among determinants. A zero eigenvalue leaves the matter to higher orders. The test does not exclude a lower minimum elsewhere. It also loses its meaning where $f_{ia}\ne0$: there a redefinition $\kappa\to\kappa+O(\kappa^2)$ moves part of $E_1$ into $E_2$, so the second-order coefficients depend on the parameters chosen.

For real orbitals $A$ and $B$ are real, and
\begin{equation}
E_2=x^T(A+B)x+y^T(A-B)y .
\label{eq:real}
\end{equation}
Real and imaginary rotations separate, and the eigenvalues of $M$ are those of $A+B$ together with those of $A-B$.

A small case in which electron repulsion causes an instability, even with a positive orbital gap, has two electrons in a real spatial orbital $g$ and one real virtual orbital $u$. For H$_2$ in a minimal basis these are the even and odd combinations of the two atomic functions. Let $(pq|rs)$ be the repulsion between the spatial charge densities $\varphi_p\varphi_q$ and $\varphi_r\varphi_s$, and set
\begin{equation}
J=(gg|uu),\quad K=(gu|gu),\quad J_{gg}=(gg|gg),\quad J_{uu}=(uu|uu).
\end{equation}
From here on $K$ is this exchange integral. Parity makes $f_{gu}=0$, so the doubly occupied $g$ is a solution at every bond length. An electron in $g$ is repelled by the one of opposite spin, and an electron in $u$ by both, with exchange for equal spin:
\begin{equation}
\varepsilon_g=h_{gg}+J_{gg},\qquad \varepsilon_u=h_{uu}+2J-K,\qquad
\Delta=\varepsilon_u-\varepsilon_g .
\end{equation}

Let $i=g\sigma$, $a=u\tau$, $j=g\sigma'$, $b=u\tau'$. Spin integration gives $\langle aj|ib\rangle=K\delta_{\sigma\tau}\delta_{\sigma'\tau'}$ and $\langle aj|bi\rangle=J\delta_{\sigma\sigma'}\delta_{\tau\tau'}$, and similarly for $B$, so
\begin{align}
A&=(\Delta-J)\delta_{\sigma\sigma'}\delta_{\tau\tau'}+K\delta_{\sigma\tau}\delta_{\sigma'\tau'},\\
B&=K\left(\delta_{\sigma\tau}\delta_{\sigma'\tau'}-\delta_{\tau\sigma'}\delta_{\tau'\sigma}\right).
\end{align}
Rotations that keep the spin do not mix with those that flip it. In the order $\uparrow\uparrow,\downarrow\downarrow$ the first kind has
\begin{equation}
A=\begin{pmatrix}\Delta-J+K&K\\K&\Delta-J+K\end{pmatrix},\qquad
B=\begin{pmatrix}0&K\\K&0\end{pmatrix}.
\end{equation}
On the vector $(1,1)$, $A+B$ gives $\Delta-J+3K$ and $A-B$ gives $\Delta-J+K$. On $(1,-1)$ they give $\Delta-J-K$ and $\Delta-J+K$. For the two spin flips, $A$ is $\Delta-J$ times the unit matrix and $B$ has off-diagonal elements $-K$, so $A+B$ and $A-B$ each have the eigenvalues $\Delta-J\pm K$. In all, $M$ has the eigenvalues
\begin{equation}
\Delta-J-K\ (3\text{ times}),\quad \Delta-J+K\ (4\text{ times}),\quad \Delta-J+3K\ (\text{once}).
\end{equation}
Since $K$ is the self-repulsion of the density $gu$, it is positive, and the lowest eigenvalue is
\begin{equation}
\lambda=\Delta-J-K .
\end{equation}
It is threefold because the spin polarization it describes can point along any of three axes. This is the triplet instability.

In the STO-3G basis at $R=1.4$ bohr, with energies in hartree,
\begin{equation}
\lambda=1.2485-0.6636-0.1813=0.4036 ,
\end{equation}
and the restricted solution is a local minimum. At $R=4.0$ bohr the orbital energies are $-0.2542$ and $0.0916$, so $\Delta=0.3458$ and
\begin{equation}
\lambda=0.3458-0.5121-0.2651=-0.4314 ,
\end{equation}
which is $-11.74$ eV. The orbital gap is still positive. The instability arises because $J+K$ exceeds it. The other eigenvalues, $0.0989$ and $0.6291$, are positive. They include both rotations on $(1,1)$, which turn the two spins alike, so a calculation confined to a doubly occupied orbital sees a minimum here and gives no warning.

The unstable direction can be followed to the end. Rotate the two spins oppositely,
\begin{equation}
\psi_\uparrow=\cos\theta\,g+\sin\theta\,u,\qquad
\psi_\downarrow=\cos\theta\,g-\sin\theta\,u ,
\end{equation}
which means $x=\theta(1,-1)$. By (\ref{eq:real}), $E_2=2\lambda\theta^2$. For the full energy, note that the two densities are $m\pm d$, with $m=\cos^2\theta\,gg+\sin^2\theta\,uu$ and $d=2\sin\theta\cos\theta\,gu$. Their repulsion is $(m|m)-(d|d)$, since the cross terms cancel. With $p=\sin^2\theta$,
\begin{align}
E={}&2(1-p)h_{gg}+2ph_{uu}+(1-p)^2J_{gg}+p^2J_{uu}\nonumber\\
&+2p(1-p)J-4p(1-p)K .
\end{align}
The coefficient of $p$ is $2(h_{uu}-h_{gg})-2J_{gg}+2J-4K$. Substituting $h_{uu}=\varepsilon_u-2J+K$ and $h_{gg}=\varepsilon_g-J_{gg}$ turns it into $2\Delta-2J-2K=2\lambda$. Therefore
\begin{equation}
E=E_0+2\lambda p+Cp^2,\qquad C=J_{gg}+J_{uu}-2J+4K .
\label{eq:path}
\end{equation}
The first three terms of $C$ are the self-repulsion of the density $gg-uu$, so $C>0$. For $\lambda\ge0$ the minimum on this path is at $p=0$, including the case $\lambda=0$, which the second-order test leaves open. For $-C<\lambda<0$ it moves to
\begin{equation}
p=-\frac{\lambda}{C},\qquad E=E_0-\frac{\lambda^2}{C}.
\end{equation}

At $4.0$ bohr $C=1.0648$ hartree, which gives $p=0.4314/1.0648=0.4051$ and a lowering of $0.4314^2/1.0648=0.1748$ hartree, or $4.76$ eV. The total energy falls from $-0.76108$ to $-0.93584$ hartree. An unrestricted self-consistent calculation, started from one electron on each atom, reaches the same energy. These numbers belong to the minimal basis. In the aug-cc-pVTZ basis the lowest triplet eigenvalue is $0.268$ hartree at $1.4$ bohr and $-0.239$ hartree at $4.0$ bohr, and the lowering at $4.0$ bohr is $0.091$ hartree, about half as large. The quadratic term describes only the start of this descent. At $\theta=0.10$ it gives $-0.008628$ hartree, and the full change is $-0.008493$ hartree. Expanding (\ref{eq:path}) with $\sin^2\theta\approx\theta^2-\theta^4/3$ gives the next term, $(C-2\lambda/3)\theta^4=1.352\times10^{-4}$ hartree, which accounts for the difference.

The eigenvalue $\lambda$ passes through zero at $R=2.180$ bohr, or $115.3$ pm, in this basis. Larger bases move the onset out by about $0.12$ bohr, to $2.30$ bohr ($122$ pm) in aug-cc-pVTZ; the values below are again for STO-3G. At a distance 5\% shorter the self-consistent calculation returns to the restricted energy. At one 5\% longer it finds a solution lower by $0.0019$ hartree. The weight $p$ of $u$ in each occupied orbital grows continuously from zero at the onset.

The limit of large $R$ shows what the instability repairs. Let $U$ be the repulsion of two electrons in the same atomic function. There $g$ and $u$ are $(\chi_1\pm\chi_2)/\sqrt2$, and repulsion between the atoms vanishes. The densities $gg$ and $uu$ both become $(\chi_1^2+\chi_2^2)/2$, and $gu$ becomes $(\chi_1^2-\chi_2^2)/2$, so $J_{gg}$, $J_{uu}$, $J$ and $K$ all tend to $U/2$. In $\Delta=h_{uu}-h_{gg}+2J-K-J_{gg}$ both $h_{uu}-h_{gg}$ and $2J-K-J_{gg}$ then tend to zero, the latter only as $1/R$ in atomic units. Then $\lambda\to-U$, $C\to2U$ and $p\to\frac12$, and $\psi_\uparrow,\psi_\downarrow$ become the two atomic functions. The energy gained tends to $U/2$, as $U/2-1/(2R)$ in atomic units. It is the repulsion that the restricted determinant retains by leaving both electrons on one atom half of the time. The value $U/2$, $0.387$ hartree in STO-3G, holds for fixed atomic functions. In a larger basis the restricted orbital can change its shape, and in cc-pVTZ the limit is about $0.287$ hartree.

At the new solution for $4.0$ bohr, the eigenvalues of $M$ in hartree are $0$ (twice), $0.0170$ (twice), $0.5132$, $0.5303$ (twice) and $0.5473$. None is negative. The zeros follow from spin symmetry. A spin rotation commutes with $\hat H$, so it carries this solution into other stationary determinants of the same energy. The gradient vanishes all along such a curve, and differentiating it along the curve shows that the Hessian gives zero on the tangent. Rotations about $x$ and $y$ change the state, because $\psi_\uparrow$ and $\psi_\downarrow$ differ in space, and they supply the two zero modes. A rotation about $z$ gives the two spin orbitals opposite phases, which cancel in the determinant. The energy is constant along the zero modes and rises in the six remaining directions, so this solution is a local minimum, degenerate under rotation of its spin axis. The price of the lower energy is that the determinant is no longer a spin singlet, which every spin rotation would leave unchanged.

\section*{Computed results}
\begin{verbatim}
Random complex model: 6 spin orbitals, 3 electrons (dimensionless)
  largest |f_ia| (not stationary)      2.2190
  largest Hessian element              4.4838
  max deviation of A, B elements       4.4e-16, 1.4e-17
  max deviation of gradient            1.4e-09
  max deviation of Hessian             8.0e-09
H2, STO-3G, R = 1.4 bohr (energies in hartree)
  h_gg, h_uu            -1.252797, -0.475602
  eps_g, eps_u          -0.578203, 0.670268
  gap Delta             1.248471
  J_gg, J_uu            0.674594, 0.697495
  J, K                  0.663564, 0.181258
  A(up-up,up-up), A(up-up,dn-dn)  0.766165, 0.181258
  A(up-dn,up-dn)                  0.584907
  B(up-up,dn-dn), B(up-dn,dn-up)  0.181258, -0.181258
  M eigenvalue, 3 times (triplet) 0.403649
  M eigenvalue, 4 times           0.766165
  M eigenvalue, once (singlet)    1.128680
  restricted total energy         -1.116714
H2, STO-3G, R = 4.0 bohr (energies in hartree)
  h_gg, h_uu            -0.756849, -0.667440
  eps_g, eps_u          -0.254233, 0.091604
  gap Delta             0.345837
  J_gg, J_uu            0.502616, 0.525855
  J, K                  0.512086, 0.265128
  A(up-up,up-up), A(up-up,dn-dn)  0.098879, 0.265128
  A(up-dn,up-dn)                  -0.166249
  B(up-up,dn-dn), B(up-dn,dn-up)  0.265128, -0.265128
  M eigenvalue, 3 times (triplet) -0.431378
  M eigenvalue, 4 times           0.098879
  M eigenvalue, once (singlet)    0.629135
  restricted total energy         -0.761082
Opposite rotation of the two spins at R = 4.0 bohr (hartree)
  theta = 0.05 rad: exact change -0.002148, second order -0.002157
  theta = 0.10 rad: exact change -0.008493, second order -0.008628
Broken-symmetry solution at R = 4.0 bohr
  c                               1.064812 hartree
  p = sin^2(theta) at minimum     0.405121
  theta at minimum                0.689940 rad
  lowering lambda^2/c             0.174760 hartree = 4.7555 eV
  total energy, independent SCF   -0.935842 hartree
  triplet eigenvalue before       -11.7384 eV
  M eigenvalues after (hartree):
    0.000000 0.000000 0.017021 0.017021 0.513235 0.530256 0.530256 0.547277
Onset of the triplet instability (lambda = 0)
  R = 2.1797 bohr = 115.34 pm
  SCF lowering at 0.95 R          0.000000 hartree
  SCF lowering at 1.05 R          0.001912 hartree
\end{verbatim}
